# Fluorine delivered by associating HF vapour: the monomer–hexamer correction: verification in Python

```python
"""
Result under test: HF vapour as an ideal equilibrium mixture of HF and (HF)6.
  x / (1-x)^6 = (P/pstar)^5,  M = M1*(1+5x),  z = M/M1
  fluorine in a volume V at measured P, T:  nF = z*P*V/(R*T)
  error of the pure-monomer reading, relative to the truth:  1/z - 1
P: total HF pressure; x: hexamer mole fraction; M1: monomer molar mass;
pstar: monomer pressure at which both partial pressures are equal;
K = p6/p1^6 = pstar^-5; DH: enthalpy per mole of hexamer formed.
Pressures are in Torr, energies in J/mol, unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

R = const.R
TORR = const.torr
M_HF = 20.006          # g/mol
M_SIO2 = 60.084        # g/mol
T_REF = 300.0          # K
PSTAR_REF = 800.0      # Torr, rough model value at T_REF
DH = -165e3            # J/mol, rough model value
P_FILL = 600.0         # Torr
V_CHARGE = 0.1e-3      # m^3
V_CHAMBER = 5.0e-3     # m^3
RHO_SIO2 = 2.2         # g/cm^3, rough
WAFER_DIAMETER = 20.0  # cm


def pstar(T, ref=PSTAR_REF):
    return ref * np.exp(DH / (5 * R) * (1 / T - 1 / T_REF))


def hexamer_fraction(P, T=T_REF, ref=PSTAR_REF):
    """Root of the pressure balance u + u^6 = P/pstar."""
    r = P / pstar(T, ref)
    u = brentq(lambda s: s + s**6 - r, 0.0, min(r, r**(1 / 6)),
               xtol=1e-16, rtol=1e-14)
    return u**6 / r


def association(P, T=T_REF, ref=PSTAR_REF):
    return 1 + 5 * hexamer_fraction(P, T, ref)


def fluorine(P, T, V=V_CHARGE):
    return association(P, T) * P * TORR * V / (R * T)


def gibbs_minimum(P, T):
    """Minimum of G/RT for one mole of F; returns (G/RT, moles of hexamer).
    Monomer standard enthalpy and entropy are set to zero."""
    ln_k = -DH / R * (1 / T - 1 / T_REF)  # standard pressure PSTAR_REF

    def g(n6):
        n1 = 1 - 6 * n6
        total = n1 + n6
        return (n1 * np.log(n1 * P / (total * PSTAR_REF))
                + n6 * (np.log(n6 * P / (total * PSTAR_REF)) - ln_k))

    best = minimize_scalar(g, bounds=(1e-15, 1 / 6 - 1e-12), method="bounded",
                           options={"xatol": 1e-12, "maxiter": 500})
    return best.fun, best.x


# Composition, density and molar mass from the Gibbs energy alone
for P, T in [(300, 300), (600, 300), (700, 296), (600, 310)]:
    n6 = gibbs_minimum(P, T)[1]
    x_gibbs = n6 / (1 - 5 * n6)
    x = hexamer_fraction(P, T)
    assert abs(x_gibbs - x) < 1e-6
    assert abs(x / (1 - x)**6 / (P / pstar(T))**5 - 1) < 1e-9
    h = 1e-3
    moles_gas = (gibbs_minimum(P * np.exp(h), T)[0]
                 - gibbs_minimum(P * np.exp(-h), T)[0]) / (2 * h)
    volume = moles_gas * R * T / (P * TORR)          # V = dG/dP
    density = M_HF / volume                         # g/m^3
    mass_from_density = density * R * T / (P * TORR)
    assert abs(mass_from_density / (M_HF * (1 + 5 * x)) - 1) < 1e-4
    assert abs((V_CHARGE / volume) / fluorine(P, T) - 1) < 1e-4

# Integrated temperature law against quadrature of d ln K/dT = DH/(R T^2)
ln_k_change = quad(lambda t: DH / (R * t * t), T_REF, 320.0)[0]
assert abs(-5 * np.log(pstar(320.0) / PSTAR_REF) - ln_k_change) < 1e-9

# Limits of low and high pressure
r_low = 0.05
low = 5 * hexamer_fraction(r_low * PSTAR_REF)
assert abs(low / (5 * r_low**5) - 1) < 1e-4
z_high = association(1e12 * PSTAR_REF)
assert abs(z_high - 6) < 1e-6
assert abs((1 / z_high - 1) + 5 / 6) < 1e-6


def pressure_for_error(e, T=T_REF):
    x = (1 / (1 - e) - 1) / 5
    return pstar(T) * (x / (1 - x)**6)**0.2


for e in (0.01, 0.10):
    assert abs(1 - 1 / association(pressure_for_error(e)) - e) < 1e-9

# Worked charge
x = hexamer_fraction(P_FILL)
z = 1 + 5 * x
n_assumed = P_FILL * TORR * V_CHARGE / (R * T_REF)
n_true = fluorine(P_FILL, T_REF)
area = np.pi * WAFER_DIAMETER**2 / 4


def oxide_nm(n_f):
    return n_f / 4 * M_SIO2 / RHO_SIO2 / area * 1e7


# Sensitivities against finite differences
slope_p = 1 + 25 * x * (1 - x) / z**2
slope_t = -1 / T_REF + 5 * x * (1 - x) * DH / (z**2 * R * T_REF**2)
h = 1e-4
fd_p = np.log(fluorine(P_FILL * np.exp(h), T_REF)
              / fluorine(P_FILL * np.exp(-h), T_REF)) / (2 * h)
fd_t = np.log(fluorine(P_FILL, T_REF + 0.01)
              / fluorine(P_FILL, T_REF - 0.01)) / 0.02
assert abs(fd_p - slope_p) < 1e-5
assert abs(fd_t - slope_t) < 1e-6

# Isothermal expansion at conserved fluorine content
V_total = V_CHARGE + V_CHAMBER
boyle = P_FILL * V_CHARGE / V_total
P_end = brentq(lambda p: fluorine(p, T_REF, V_total) - n_true,
               0.5 * boyle, 7 * boyle)
x_end = hexamer_fraction(P_end)
assert abs(P_end / boyle / z - 1) < 1e-4
n6_start = x * n_assumed
n6_end = x_end * P_end * TORR * V_total / (R * T_REF)
heat = (n6_start - n6_end) * (-DH - 5 * R * T_REF)


def internal_energy(P, T):
    """U per mole of F from derivatives of the minimised Gibbs energy."""
    dt, dp = 0.01, 1e-3
    H = -R * T**2 * (gibbs_minimum(P, T + dt)[0]
                     - gibbs_minimum(P, T - dt)[0]) / (2 * dt)
    pv = R * T * (gibbs_minimum(P * np.exp(dp), T)[0]
                  - gibbs_minimum(P * np.exp(-dp), T)[0]) / (2 * dp)
    return H - pv


heat_gibbs = n_true * (internal_energy(P_end, T_REF)
                       - internal_energy(P_FILL, T_REF))
assert abs(heat_gibbs / heat - 1) < 1e-3
heat_capacity = 2.5 * R * n_true  # monomer gas at constant volume

# Scenario with further oligomers, at the same measured pressure
K2 = 5e-5             # 1/Torr, assumed
P4_EQUAL = 2000.0     # Torr, monomer pressure at which p4 = p1, assumed


def partials(p1):
    return np.array([p1, K2 * p1**2, p1**4 / P4_EQUAL**3,
                     p1**6 / PSTAR_REF**5])


p1_mix = brentq(lambda p: partials(p).sum() - P_FILL, 0.0, P_FILL)
mix = partials(p1_mix)
assert abs(mix.sum() / P_FILL - 1) < 1e-9
z_mix = float(mix @ np.array([1, 2, 4, 6])) / P_FILL
B_RESIDUAL = -100e-6  # m^3/mol, assumed
pressure_over_rt = P_FILL * TORR / (R * T_REF)
density_root = brentq(lambda c: c * (1 + B_RESIDUAL * c) - pressure_over_rt,
                      0.5 * pressure_over_rt, 2 * pressure_over_rt)
virial_shift = density_root / pressure_over_rt - 1

print(f"Model: pstar = {PSTAR_REF:.0f} Torr at {T_REF:.0f} K, "
      f"DH = {DH/1e3:.0f} kJ/mol")
print(f"Monomer molar mass = {M_HF:.3f} g/mol")
print(f"Charge: {P_FILL:.0f} Torr, {V_CHARGE*1e3:.1f} L; "
      f"chamber {V_CHAMBER*1e3:.1f} L")
print(f"Reduced pressure P/pstar = {P_FILL/PSTAR_REF:.4f}")
print(f"Reduced monomer pressure u = {(1-x)*P_FILL/PSTAR_REF:.4f}")
print(f"Monomer partial pressure = {(1-x)*P_FILL:.1f} Torr")
print(f"Hexamer partial pressure = {x*P_FILL:.1f} Torr")
print(f"Hexamer mole fraction x = {x:.4f}")
print(f"Association factor z = {z:.4f}")
print(f"Mean molar mass = {M_HF*z:.2f} g/mol")
print(f"Fluorine, monomer reading = {n_assumed*1e3:.3f} mmol")
print(f"Fluorine, true in model = {n_true*1e3:.3f} mmol")
print(f"Error relative to truth = {100*(1/z-1):.1f} %")
print(f"Excess relative to reading = {100*(z-1):.1f} %")
print(f"Silica: density {RHO_SIO2:.1f} g/cm3, molar mass {M_SIO2:.3f} g/mol")
print(f"Wafer diameter = {WAFER_DIAMETER*10:.0f} mm, area = {area:.1f} cm2")
print(f"Silica budget, monomer reading = {oxide_nm(n_assumed):.0f} nm")
print(f"Silica budget, true in model = {oxide_nm(n_true):.0f} nm")
print("Table at 300 K: P (Torr), x, M (g/mol), error (%)")
for P in (50, 200, 400, 600, 700):
    xp = hexamer_fraction(P)
    zp = 1 + 5 * xp
    print(f"  {P:4d}  {xp:.3e}  {M_HF*zp:.3f}  {100*(1/zp-1):.4f}")
z_warm = association(P_FILL, 320.0)
print(f"At 320 K: pstar = {pstar(320.0):.0f} Torr")
print(f"At 320 K, 600 Torr: M = {M_HF*z_warm:.2f} g/mol, "
      f"error = {100*(1/z_warm-1):.2f} %")
print(f"Pressure for 1 % error at 300 K = {pressure_for_error(0.01):.0f} Torr")
print(f"Pressure for 10 % error at 300 K = {pressure_for_error(0.10):.0f} Torr")
print(f"d ln nF / d ln P = {slope_p:.3f}")
print(f"d ln nF / dT = {100*slope_t:.2f} % per K")
for T in (298.0, 302.0):
    print(f"z at {T:.0f} K = {association(P_FILL, T):.3f}, "
          f"nF = {fluorine(P_FILL, T)*1e3:.3f} mmol")
for factor in (0.9, 1.1):
    print(f"z with pstar times {factor:.1f} = "
          f"{association(P_FILL, T_REF, factor*PSTAR_REF):.3f}")
print(f"Oligomer scenario: K2 = {K2:.1e} /Torr, p4 = p1 at {P4_EQUAL:.0f} Torr")
print(f"  p1, p2, p4, p6 = {mix[0]:.1f}, {mix[1]:.1f}, "
      f"{mix[2]:.1f}, {mix[3]:.1f} Torr")
print(f"  z = {z_mix:.3f}, M = {M_HF*z_mix:.2f} g/mol")
print(f"Residual virial B = {B_RESIDUAL*1e6:.0f} cm3/mol: "
      f"density shift = {100*virial_shift:.2f} %")
print(f"Boyle pressure after expansion = {boyle:.2f} Torr")
print(f"Equilibrium pressure after expansion = {P_end:.2f} Torr")
print(f"Ratio to Boyle pressure = {P_end/boyle:.4f}")
print(f"Hexamer fraction after expansion = {x_end:.1e}")
print(f"Heat taken up on expansion = {heat:.1f} J")
print(f"Heat capacity of the gas as monomer = {heat_capacity:.3f} J/K")
print(f"Heat divided by heat capacity = {heat/heat_capacity:.0f} K")
print("all tests passed")
```

Output:

```
Model: pstar = 800 Torr at 300 K, DH = -165 kJ/mol
Monomer molar mass = 20.006 g/mol
Charge: 600 Torr, 0.1 L; chamber 5.0 L
Reduced pressure P/pstar = 0.7500
Reduced monomer pressure u = 0.6642
Monomer partial pressure = 531.3 Torr
Hexamer partial pressure = 68.7 Torr
Hexamer mole fraction x = 0.1144
Association factor z = 1.5722
Mean molar mass = 31.45 g/mol
Fluorine, monomer reading = 3.207 mmol
Fluorine, true in model = 5.042 mmol
Error relative to truth = -36.4 %
Excess relative to reading = 57.2 %
Silica: density 2.2 g/cm3, molar mass 60.084 g/mol
Wafer diameter = 200 mm, area = 314.2 cm2
Silica budget, monomer reading = 697 nm
Silica budget, true in model = 1096 nm
Table at 300 K: P (Torr), x, M (g/mol), error (%)
    50  9.537e-07  20.006  -0.0005
   200  9.709e-04  20.103  -0.4831
   400  2.659e-02  22.665  -11.7329
   600  1.144e-01  31.454  -36.3960
   700  1.690e-01  36.907  -45.7933
At 320 K: pstar = 1829 Torr
At 320 K, 600 Torr: M = 20.38 g/mol, error = -1.82 %
Pressure for 1 % error at 300 K = 232 Torr
Pressure for 10 % error at 300 K = 384 Torr
d ln nF / d ln P = 2.025
d ln nF / dT = -4.85 % per K
z at 298 K = 1.724, nF = 5.565 mmol
z at 302 K = 1.440, nF = 4.589 mmol
z with pstar times 0.9 = 1.754
z with pstar times 1.1 = 1.430
Oligomer scenario: K2 = 5.0e-05 /Torr, p4 = p1 at 2000 Torr
  p1, p2, p4, p6 = 518.3, 13.4, 9.0, 59.2 Torr
  z = 1.561, M = 31.23 g/mol
Residual virial B = -100 cm3/mol: density shift = 0.32 %
Boyle pressure after expansion = 11.76 Torr
Equilibrium pressure after expansion = 18.50 Torr
Ratio to Boyle pressure = 1.5722
Hexamer fraction after expansion = 6.6e-09
Heat taken up on expansion = 56.0 J
Heat capacity of the gas as monomer = 0.105 J/K
Heat divided by heat capacity = 534 K
all tests passed
```
